# Zero-Phonon Weight of a Defect with Displaced Wells of Unequal Frequency, part 1

(Sections cited here and not found follow in the second part.)

## First half: one vibrational coordinate

A point defect in a wide-gap semiconductor has an electronic ground state g and an optically excited state e. A first-principles calculation relaxes the atoms in each state and finds two geometries and two curvatures of the total energy. When the excited defect emits light, part of the emission leaves the lattice without any phonon. The problem is to find the size of that part, and to separate what is due to the change of geometry from what is due to the change of curvature.

Hartree atomic units are inconvenient for lattice vibrations, so $\hbar$ is kept in the formulas. Numbers are given with phonon energies in meV and mass-weighted displacements in amu$^{1/2}$ Å.

### (a) The two oscillators

**Question.** Reduce the atomic motion to one coordinate along the straight line between the two relaxed geometries. Write the vibrational ground state of each well, and find the photon energy of the transition between these two states.

**Solution.** Let atom $\alpha$ have mass $m_\alpha$ and relaxed positions $\mathbf R_\alpha^g$ and $\mathbf R_\alpha^e$. On the straight line between the geometries,

$$\mathbf R_\alpha(Q)=\mathbf R_\alpha^g+\frac{Q}{\Delta Q}\left(\mathbf R_\alpha^e-\mathbf R_\alpha^g\right),\qquad \Delta Q^2=\sum_\alpha m_\alpha\left|\mathbf R_\alpha^e-\mathbf R_\alpha^g\right|^2 .$$

The ground geometry is at $Q=0$ and the excited one at $Q=\Delta Q$. The kinetic energy is

$$\frac12\sum_\alpha m_\alpha|\dot{\mathbf R}_\alpha|^2=\frac{\dot Q^2}{2\Delta Q^2}\sum_\alpha m_\alpha\left|\mathbf R_\alpha^e-\mathbf R_\alpha^g\right|^2=\frac12\dot Q^2 ,$$

so $Q$ behaves as the position of a particle of unit mass. Restricting the motion to this line is an assumption, which part (g) removes. A second assumption is that both wells are harmonic:

$$V_g=\tfrac12\omega_g^2Q^2,\qquad V_e=E_0+\tfrac12\omega_e^2(Q-\Delta Q)^2 .$$

Here $E_0$ is the energy difference between the two minima, and $\omega_i^2$ is the second derivative of the total energy with respect to $Q$ in state $i$.

Write $y$ for the distance from the minimum of a well of frequency $\omega$, and try $\psi\propto e^{-\omega y^2/2\hbar}$. Then $\psi'=-(\omega y/\hbar)\psi$ and $\psi''=(\omega^2y^2/\hbar^2-\omega/\hbar)\psi$, so that

$$-\frac{\hbar^2}{2}\psi''+\frac12\omega^2y^2\psi=\frac12\hbar\omega\,\psi .$$

This is the ground state, since it is an eigenfunction without nodes. Its norm follows from $\int e^{-\omega y^2/\hbar}dy=\sqrt{\pi\hbar/\omega}$. The two normalized states are therefore

$$\psi_g=\left(\frac{\omega_g}{\pi\hbar}\right)^{1/4}e^{-\omega_gQ^2/2\hbar},\qquad \psi_e=\left(\frac{\omega_e}{\pi\hbar}\right)^{1/4}e^{-\omega_e(Q-\Delta Q)^2/2\hbar}.$$

The density $|\psi_i|^2\propto e^{-\omega_iy^2/\hbar}$ has the form $e^{-y^2/2\sigma_i^2}$ with $\sigma_i^2=\hbar/2\omega_i$. A softer well has a wider zero-point distribution.

The photon carries the difference between the two lowest vibronic energies,

$$E_{\rm ZPL}=E_0+\tfrac12\hbar(\omega_e-\omega_g).$$

Unequal frequencies thus shift the line as well as changing its strength.

### (b) The zero-phonon weight

**Question.** Assume that the electronic transition moment does not depend on $Q$ (the Condon approximation), and that the defect starts in $|0_e\rangle$. Define the zero-phonon weight and calculate it.

**Solution.** With a constant moment $M$, the amplitude for ending with $m$ phonons in the ground well is $M\langle m_g|0_e\rangle$. Define $p_m=|\langle m_g|0_e\rangle|^2$. The states $|m_g\rangle$ are complete, so $\sum_mp_m=1$. The zero-phonon weight is $W=p_0$. It is a share of the summed squared overlaps; it becomes a share of emitted photons only after the dependence of the emission rate on photon energy is included, as in part (i).

The overlap integral contains the sum of two squares. With $\Omega=\omega_g+\omega_e$,

$$\omega_gQ^2+\omega_e(Q-\Delta Q)^2=\Omega Q^2-2\omega_e\Delta Q\,Q+\omega_e\Delta Q^2 .$$

Completing the square gives a centre $Q_c=\omega_e\Delta Q/\Omega$ and a remainder

$$\omega_e\Delta Q^2-\frac{\omega_e^2\Delta Q^2}{\Omega}=\frac{\omega_e(\Omega-\omega_e)}{\Omega}\Delta Q^2=\frac{\omega_g\omega_e}{\Omega}\Delta Q^2 .$$

The integral over $Q$ is now a centred Gaussian, $\int e^{-\Omega(Q-Q_c)^2/2\hbar}dQ=\sqrt{2\pi\hbar/\Omega}$. Multiplying by the normalization constants,

$$\langle0_g|0_e\rangle=\frac{(\omega_g\omega_e)^{1/4}}{\sqrt{\pi\hbar}}\sqrt{\frac{2\pi\hbar}{\Omega}}\;e^{-\omega_g\omega_e\Delta Q^2/2\hbar\Omega}.$$

Squaring doubles the exponent and gives

$$\boxed{W=\frac{2\sqrt{\omega_g\omega_e}}{\omega_g+\omega_e}\,e^{-X},\qquad X=\frac{\omega_g\omega_e\,\Delta Q^2}{\hbar(\omega_g+\omega_e)}.}$$

The exponent can be written with the two Huang-Rhys factors $S_i=\omega_i\Delta Q^2/2\hbar$. Their product is $\omega_g\omega_e\Delta Q^4/4\hbar^2$ and their sum is $\Omega\Delta Q^2/2\hbar$, so

$$X=\frac{2S_gS_e}{S_g+S_e},$$

the harmonic mean of $S_g$ and $S_e$. Each factor measures a classical relaxation energy in phonon units, because $S_i\hbar\omega_i=\frac12\omega_i^2\Delta Q^2$.

For $\omega_g=\omega_e$ the prefactor is one and $W=e^{-S}$. The formula is symmetric under exchange of g and e, so absorption from $|0_g\rangle$ has the same zero-phonon weight. If one frequency tends to zero while the other and $\Delta Q$ are held fixed, the exponent tends to zero but so does the prefactor: one wavefunction becomes so wide that little of it lies over the other.

### (c) The reduction without displacement

**Question.** Set $\Delta Q=0$. Show that the weight is still below one for unequal frequencies, identify the cause, and find its size for a small mismatch.

**Solution.** The exponential is now one. Define $\delta=\ln(\omega_e/\omega_g)$ and divide the numerator and denominator of the prefactor by $\sqrt{\omega_g\omega_e}$:

$$W_0=\frac{2}{\sqrt{\omega_e/\omega_g}+\sqrt{\omega_g/\omega_e}}=\frac{2}{e^{\delta/2}+e^{-\delta/2}}=\operatorname{sech}\frac{\delta}{2}.$$

To see the cause, replace the frequencies by the widths, $\omega_i=\hbar/2\sigma_i^2$. Then $\sqrt{\omega_g\omega_e}=\hbar/2\sigma_g\sigma_e$ and $\Omega=\hbar(\sigma_g^2+\sigma_e^2)/2\sigma_g^2\sigma_e^2$, which give

$$W_0=\frac{2\sigma_g\sigma_e}{\sigma_g^2+\sigma_e^2},\qquad 1-W_0=\frac{(\sigma_g-\sigma_e)^2}{\sigma_g^2+\sigma_e^2}.$$

The loss is a perfect square divided by a positive number. It vanishes when the widths agree and is positive otherwise. The surviving reduction is therefore a mismatch of zero-point widths: two normalized Gaussians with the same centre but different widths are different functions, and their overlap is below one.

For a small mismatch put $u=\delta/2$. From $\cosh u=1+u^2/2+u^4/24+\dots$,

$$\operatorname{sech}u=1-\left(\frac{u^2}{2}+\frac{u^4}{24}\right)+\frac{u^4}{4}+\dots=1-\frac{u^2}{2}+\frac{5u^4}{24}+\dots,$$

and hence

$$1-W_0=\frac{\delta^2}{8}-\frac{5\delta^4}{384}+\dots$$

The loss begins at second order and does not depend on which well is softer. It is 2.0% for a frequency ratio of 1.5, 5.7% for a ratio of 2, and 20% for a ratio of 4.

### (d) Where the missing weight goes

**Question.** The $p_m$ add up to one. For $\Delta Q=0$, find which phonon lines receive the weight that the zero-phonon line has lost. Use no overlap integral.

**Solution.** Let $P$ be the momentum conjugate to $Q$. Both wells are centred at $Q=0$, and their lowering operators are

$$a_i=\sqrt{\frac{\omega_i}{2\hbar}}\,Q+\frac{iP}{\sqrt{2\hbar\omega_i}} .$$

Solving for $Q$ and $P$ in terms of the ground-well operators gives

$$Q=\sqrt{\frac{\hbar}{2\omega_g}}\,(a_g+a_g^\dagger),\qquad iP=\sqrt{\frac{\hbar\omega_g}{2}}\,(a_g-a_g^\dagger).$$

Insert these in $a_e$ and write $r=\delta/2$, so that $\sqrt{\omega_e/\omega_g}=e^r$:

$$a_e=\tfrac12e^r(a_g+a_g^\dagger)+\tfrac12e^{-r}(a_g-a_g^\dagger)=\cosh r\;a_g+\sinh r\;a_g^\dagger .$$

The excited vibrational ground state obeys $a_e|0_e\rangle=0$. Expand it as $|0_e\rangle=\sum_nc_n|n_g\rangle$. The coefficient of $|n_g\rangle$ in $a_g|0_e\rangle$ is $\sqrt{n+1}\,c_{n+1}$, and in $a_g^\dagger|0_e\rangle$ it is $\sqrt n\,c_{n-1}$. Therefore

$$\cosh r\,\sqrt{n+1}\;c_{n+1}+\sinh r\,\sqrt n\;c_{n-1}=0 .$$

For $n=0$ this gives $c_1=0$, and the two-step recurrence then makes every odd coefficient vanish. This is the parity of the problem: both wells are even in $Q$, so an even state contains even states alone. For $n=2j-1$,

$$c_{2j}=-\tanh r\,\sqrt{\frac{2j-1}{2j}}\;c_{2j-2}.$$

Squaring and multiplying from $j=1$ to $k$,

$$p_{2k}=p_0\tanh^{2k}r\prod_{j=1}^k\frac{2j-1}{2j}=p_0\tanh^{2k}r\,\frac{(2k)!}{4^k(k!)^2}.$$

The last form uses $\prod_j(2j)=2^kk!$ and $\prod_j(2j-1)=(2k)!/(2^kk!)$.

It remains to fix $p_0$. The binomial series of $(1-z)^{-1/2}$ has the coefficients

$$\frac{1}{k!}\cdot\frac12\cdot\frac32\cdots\frac{2k-1}{2}=\prod_{j=1}^k\frac{2j-1}{2j}.$$

With $z=\tanh^2r$ the sum of all weights is $p_0(1-\tanh^2r)^{-1/2}=p_0\cosh r$. Setting it equal to one gives $p_0=\operatorname{sech}r$, in agreement with part (c).

The missing weight thus appears in lines with 2, 4, 6, … phonons, at photon energies $E_{\rm ZPL}-2k\hbar\omega_g$. For a small mismatch the two-phonon line takes nearly all of it, since $p_2\approx r^2/2=\delta^2/8$.

### (e) Can unequal frequencies strengthen the line?

**Question.** Hold $\omega_g$ and $\Delta Q$ fixed and vary $\omega_e$. Compare $W$ with the equal-frequency value $e^{-S_g}$. Also find the mean number of phonons emitted.

**Solution.** The exponent contains $\omega_e$ too. From the definitions,

$$X=S_g\,\frac{2\omega_e}{\omega_e+\omega_g}=S_g\left(1+\frac{\omega_e-\omega_g}{\omega_e+\omega_g}\right)=S_g\left(1+\tanh\frac\delta2\right),$$

so

$$\ln W=-S_g\left(1+\tanh\frac\delta2\right)-\ln\cosh\frac\delta2 .$$

The change in the exponent is linear in a small $\delta$, while the width loss is quadratic. A slightly softer excited well ($\delta<0$) therefore makes $W$ larger than $e^{-S_g}$ when $S_g>0$. Differentiation shows how far this goes:

$$\frac{d\ln W}{d\delta}=-\frac12\operatorname{sech}^2\frac\delta2\left(S_g+\frac12\sinh\delta\right),$$

where $\tanh\frac\delta2\cosh^2\frac\delta2=\frac12\sinh\delta$ was used. The weight rises on softening until $\sinh\delta=-2S_g$ and falls beyond that point. Softening widens $\psi_e$ and lowers the exponent, but eventually the loss from the unequal widths outweighs this gain. Only the prefactor is a reduction for either sign of $\delta$.

For the mean phonon number take the expectation value of the ground-well energy in $|0_e\rangle$. There $\langle P^2\rangle=\hbar\omega_e/2$ and $\langle Q^2\rangle=\Delta Q^2+\hbar/2\omega_e$, so

$$\bar m=\frac{\frac12\langle P^2\rangle+\frac12\omega_g^2\langle Q^2\rangle}{\hbar\omega_g}-\frac12=S_g+\frac14\left(\frac{\omega_e}{\omega_g}+\frac{\omega_g}{\omega_e}\right)-\frac12 .$$

The bracket equals $2\cosh\delta$, and $\frac12(\cosh\delta-1)=\sinh^2(\delta/2)$. Hence $\bar m=S_g+\sinh^2(\delta/2)$. For unequal frequencies the mean phonon number in general differs from the exponent $X$, so a measured $\bar m$ does not in general give $W$ through $e^{-\bar m}$.

## Second half: numbers, many modes and neglected effects

The ground and excited wells have frequencies $\omega_g$ and $\omega_e$, minima separated by the mass-weighted distance $\Delta Q$, and zero-point widths $\sigma_i=\sqrt{\hbar/2\omega_i}$. With $\Omega=\omega_g+\omega_e$, $\delta=\ln(\omega_e/\omega_g)$ and $S_i=\omega_i\Delta Q^2/2\hbar$, the first half gave

$$W=W_0e^{-X},\quad W_0=\frac{2\sqrt{\omega_g\omega_e}}{\Omega}=\operatorname{sech}\frac\delta2,\quad X=\frac{\omega_g\omega_e\Delta Q^2}{\hbar\Omega}=\frac{2S_gS_e}{S_g+S_e}.$$

The product $\psi_g\psi_e$ is a Gaussian centred at $Q_c=\omega_e\Delta Q/\Omega$. The mean phonon number in emission is $\bar m=S_g+\sinh^2(\delta/2)$.

### (f) A worked example

**Question.** Take $\hbar\omega_g=40$ meV, $\hbar\omega_e=35$ meV and $\Delta Q=0.70$ amu$^{1/2}$ Å. Evaluate $W$ and judge how much of the reduction comes from the unequal widths.

**Solution.** The unit conversion is contained in $K=\hbar^2/(\text{amu Å}^2)=4.180$ meV. With $\Delta Q$ as a number in amu$^{1/2}$ Å, $S_i=\hbar\omega_i\Delta Q^2/2K$:

$$S_g=\frac{40\times0.49}{2\times4.180}=2.344,\qquad S_e=\frac{35\times0.49}{2\times4.180}=2.051 .$$

The relaxation energies $S_i\hbar\omega_i$ are 93.8 meV in the ground well and 71.8 meV in the excited well. The exponent and prefactor are

$$X=\frac{2\times2.344\times2.051}{2.344+2.051}=2.188,\qquad W_0=\frac{2\sqrt{40\times35}}{75}=0.9978 .$$

Therefore $W=0.9978\times0.1121=0.112$, or 11.2%. Diagonalizing the excited Hamiltonian in the number states of the ground well, which uses no Gaussian integral, also gives 11.188%.

The widths are $\sigma_g=0.229$ and $\sigma_e=0.244$ amu$^{1/2}$ Å. Their mismatch costs 0.22% at zero displacement, and the estimate $\delta^2/8$ with $\delta=-0.1335$ gives the same figure. Of this loss of 0.2225%, the two-phonon line receives 0.2217%.

With equal frequencies of 40 meV and the same $\Delta Q$, the weight would be $e^{-S_g}=9.6\%$. The softer excited well raises it to 11.2%, because the exponent falls by $2.344-2.188=0.156$, while the prefactor lowers $\ln W$ by only 0.002. Here the frequency difference matters mainly through the exponent.

The result is sensitive to the computed geometry. With both frequencies fixed, a displacement 5% smaller gives $W=13.8\%$, and one 5% larger gives 8.9%. For these parameters such an error in $\Delta Q$ matters far more than the width mismatch.

For one harmonic mode the zero-phonon weight is $W=W_0e^{-X}$, which is 11.2% in the example, where the unequal widths alone cost only 0.22%. Still to be examined are many modes and mode rotation, temperature, anharmonicity, a transition moment that depends on $Q$, the photon-energy factor in the emission rate, and the comparison with a real defect.
